# Bethe's Nonrelativistic Lamb Shift of the Hydrogen 2S Level: a program that tests the result

```python
"""Bethe's nonrelativistic Lamb shift of hydrogen 2S and 2P.

Result under test, for an nS level and photon cutoff K:
  shift = 4 alpha^5 m c^2 / (3 pi n^3) * [ln(K/Ry) - ln k0]
ln k0 : mean of ln(excitation energy/Ry), weight |p_mn|^2 (E_m - E_n)
omega : excitation energy E_m - E_n;  weight : |p_mn|^2
Atomic units (hbar = m = e = 1, c = 1/alpha) are used unless stated.
Radial functions are u(r) = r R(r); the nucleus is a fixed point charge.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh, solve_banded

mp.mp.dps = 70
alpha = const.fine_structure
mc2_joule = const.m_e * const.c**2
mc2_hartree = 1 / alpha**2
hartree_mhz = alpha**2 * mc2_joule / const.h / 1e6
rydberg_ev = alpha**2 * mc2_joule / 2 / const.e
level_energy = -1 / 8


# Field coefficient from SI constants and explicit polarization vectors.
def field_coefficient():
    vector = np.array([0.3 + 0.2j, -0.7, 0.4j])
    cosines, cos_weights = np.polynomial.legendre.leggauss(8)
    angles = 2 * np.pi * np.arange(12) / 12
    total = 0.0
    for cosine, cos_weight in zip(cosines, cos_weights):
        sine = np.sqrt(1 - cosine**2)
        for phi in angles:
            pol_1 = np.array([cosine*np.cos(phi), cosine*np.sin(phi), -sine])
            pol_2 = np.array([-np.sin(phi), np.cos(phi), 0.0])
            strength = abs(pol_1 @ vector)**2 + abs(pol_2 @ vector)**2
            total += cos_weight * 2 * np.pi / 12 * strength
    angular = total / np.sum(abs(vector)**2)
    coefficient = const.e**2 * angular / (
        16 * np.pi**3 * const.epsilon_0 * const.hbar * const.c)
    return angular, coefficient


angular_integral, coupling = field_coefficient()
assert abs(angular_integral / (8 * np.pi / 3) - 1) < 1e-12
assert abs(coupling / (2 * alpha / (3 * np.pi)) - 1) < 1e-7


def radial_integral(power, exponent):
    return mp.factorial(power) / exponent**(power + 1)


def excitation_spectrum(l, source):
    """Pseudostates of angular momentum l and their overlap with p psi.

    source maps powers to coefficients of r^power exp(-r/2).
    Orthogonalization needs many digits; the final matrix does not.
    """
    half = mp.mpf(1) / 2
    basis = [(l + 1, half * mp.sqrt(2)**j) for j in range(-4, 31)]
    basis += [(power, half) for power in range(l + 2, l + 8)]
    if l > 0:
        basis.append((l, half))
    size = len(basis)
    norms = [1 / mp.sqrt(radial_integral(2*p, 2*a)) for p, a in basis]
    overlap, energy = mp.matrix(size, size), mp.matrix(size, size)
    projection = mp.matrix(size, 1)
    for i, (p, a) in enumerate(basis):
        for j in range(i + 1):
            q, b = basis[j]
            total = a + b
            i0 = radial_integral(p + q, total)
            i1 = radial_integral(p + q - 1, total)
            i2 = radial_integral(p + q - 2, total)
            kinetic = (p*q*i2 - (p*b + q*a)*i1 + a*b*i0) / 2
            value = kinetic + mp.mpf(l*(l + 1)) / 2 * i2 - i1
            scale = norms[i] * norms[j]
            overlap[i, j] = overlap[j, i] = scale * i0
            energy[i, j] = energy[j, i] = scale * value
        projection[i] = norms[i] * sum(
            c * radial_integral(p + q, a + half) for q, c in source.items())
    inverse = mp.inverse(mp.cholesky(overlap))
    matrix = inverse * energy * inverse.T
    vector = inverse * projection
    dense = np.array([[float(matrix[i, j]) for j in range(size)]
                      for i in range(size)])
    dense = (dense + dense.T) / 2
    values, states = eigh(dense)
    amplitudes = states.T @ np.array([float(vector[i]) for i in range(size)])
    return values - level_energy, amplitudes**2


# Radial parts of p psi for 2S (to l=1) and 2P (to l=0 and l=2).
source_s = {1: -1/np.sqrt(2), 2: 1/(4*np.sqrt(2))}
source_p0 = {1: 3/np.sqrt(24), 2: -1/(2*np.sqrt(24))}
source_p2 = {2: -1/(2*np.sqrt(24))}
omega_s, weight_s = excitation_spectrum(1, source_s)
omega_p0, weight_p0 = excitation_spectrum(0, source_p0)
omega_p2, weight_p2 = excitation_spectrum(2, source_p2)
omega_p = np.concatenate([omega_p0, omega_p2])
weight_p = np.concatenate([weight_p0 / 3, 2 * weight_p2 / 3])

# Double-commutator sum rule: 2 pi |psi(0)|^2, from the wave function.
psi0_squared = (1 / np.sqrt(2))**2 / (4 * np.pi)
sum_rule = 2 * np.pi * psi0_squared
sum_s = np.sum(weight_s * omega_s)
sum_p = np.sum(weight_p * omega_p)
assert abs(sum_s - sum_rule) < 1e-4
assert abs(sum_p) < 1e-4


def mean_log(omega, weight):
    logs = np.log(np.maximum(2 * abs(omega), 1e-14))
    return np.sum(weight * omega * logs) / sum_rule


log_k0_s = mean_log(omega_s, weight_s)
log_k0_p = mean_log(omega_p, weight_p)

# Second road: solve for the resolvent on a logarithmic radial grid.
x_grid = np.arange(np.log(1e-5), np.log(120.0), 0.002)
step = x_grid[1] - x_grid[0]
radius = np.exp(x_grid)


def source_on_grid(source):
    return sum(c * radius**p for p, c in source.items()) * np.exp(-radius/2)


def resolvent(l, source_values, photon):
    """<f| 1/(H - E + photon) |f> for the radial source f."""
    rhs = radius**1.5 * source_values
    bands = np.zeros((3, len(radius)), dtype=complex)
    bands[0, 1:] = bands[2, :-1] = -1 / (2 * step**2)
    bands[1] = (1/step**2 + 1/8 + l*(l + 1)/2 - radius
                + (photon - level_energy) * radius**2)
    solution = solve_banded((1, 1), bands, rhs)
    return step * np.sum(rhs * solution)


def log_quadrature(low, high, count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    span = np.log(high / low)
    points = low * np.exp(span * (nodes + 1) / 2)
    return points, weights * span / 2 * points


# 2S: raw self-energy minus free-electron term, straight from definition.
grid_s = source_on_grid(source_s)
p_squared = step * np.sum(grid_s**2 * radius)
assert abs(p_squared - 1/4) < 1e-8
photons, photon_weights = log_quadrature(1e-5, mc2_hartree, 80)
raw_integral = -sum(w * k * resolvent(1, grid_s, k).real
                    for k, w in zip(photons, photon_weights))
free_integral = -p_squared * mc2_hartree
log_direct = (raw_integral - free_integral) / sum_rule
log_spectral = np.sum(weight_s * omega_s * np.log(
    abs((mc2_hartree + omega_s) / omega_s))) / sum_rule
# Grid error is of order step^2 times a squared slope, far below 5e-4.
assert abs(log_direct / log_spectral - 1) < 5e-4

# 2P: imaginary photon energies avoid the pole from the lower 1S level.
grid_p0, grid_p2 = source_on_grid(source_p0), source_on_grid(source_p2)
top = 1000.0
photons_p, weights_p = log_quadrature(1e-4, top, 70)
rotated = sum(w * k * (resolvent(0, grid_p0, 1j*k).real / 3
                       + 2 * resolvent(2, grid_p2, 1j*k).real / 3)
              for k, w in zip(photons_p, weights_p)) / sum_rule
rotated_spectral = np.sum(weight_p * omega_p * 0.5 * np.log(
    1 + top**2 / np.maximum(omega_p**2, 1e-28))) / sum_rule
assert abs(rotated - rotated_spectral) < 1e-3
assert abs(rotated + log_k0_p) < 2e-3

# Large-cutoff formula and the size of its leading correction.
log_cutoff = np.log(mc2_joule / (rydberg_ev * const.e))
log_bethe = log_cutoff - log_k0_s
finite_change = log_direct - log_bethe
leading_change = 4 * np.sqrt(2) * alpha
# The next term is smaller by about alpha times a logarithm: a few percent.
assert abs(finite_change / leading_change - 1) < 0.08

prefactor = 4 * alpha**5 * mc2_joule / (3 * np.pi * 8) / const.h / 1e6
unit_mhz = coupling * alpha**2 * hartree_mhz
assert abs(unit_mhz * sum_s / prefactor - 1) < 5e-4
shift_s = prefactor * log_bethe
shift_p = -prefactor * log_k0_p
direct_shift = unit_mhz * (raw_integral - free_integral)
expected_direct = shift_s + prefactor * leading_change
assert abs(direct_shift / expected_direct - 1) < 1e-3
assert 1030 < shift_s < 1055 and 1030 < shift_s - shift_p < 1055

print(f"inverse fine-structure constant: {1/alpha:.3f}")
print(f"electron rest energy mc^2: {mc2_joule/const.e/1e3:.3f} keV")
print(f"Rydberg energy, fixed nucleus: {rydberg_ev:.4f} eV")
print(f"polarization-angle integral: {angular_integral:.5f}")
print(f"field coefficient 2 alpha/(3 pi): {coupling:.6e}")
print(f"mass change delta m/m at K=mc^2: {2*coupling:.5f}")
print(f"2S mean p^2: {p_squared:.5f} atomic units")
print(f"2S density at nucleus: {psi0_squared:.6f} bohr^-3")
print(f"2S sum rule, from density: {sum_rule:.5f} atomic units")
print(f"2S sum rule, from states: {sum_s:.5f} atomic units")
print(f"2P sum rule, from states: {abs(sum_p):.4f} atomic units")
print(f"2S raw self-energy: {unit_mhz*raw_integral:.1f} MHz")
print(f"2S free-electron term: {unit_mhz*free_integral:.1f} MHz")
print(f"2S difference, finite K kept: {direct_shift:.1f} MHz")
print(f"2S Bethe logarithm ln k0: {log_k0_s:.3f}")
print(f"2S mean excitation energy: {np.exp(log_k0_s):.2f} Ry")
print(f"2P Bethe logarithm ln k0: {log_k0_p:.4f}")
print(f"2P ln k0 from radial grid: {-rotated:.4f}")
print(f"ln(mc^2/Ry): {log_cutoff:.3f}")
print(f"2S large-K logarithm: {log_bethe:.3f}")
print(f"2S finite-K logarithm, radial grid: {log_direct:.3f}")
print(f"2S finite-K logarithm, state sum: {log_spectral:.3f}")
print(f"finite-K change of logarithm: {finite_change:.4f}")
print(f"leading estimate 4 sqrt(2) alpha: {leading_change:.4f}")
print(f"finite-K change of 2S shift: {prefactor*finite_change:.1f} MHz")
print(f"prefactor for n=2: {prefactor:.2f} MHz")
print(f"2S shift, K=mc^2: {shift_s:.1f} MHz")
print(f"2S shift, K=mc^2: {shift_s*1e6*const.h/const.e*1e6:.3f} micro-eV")
print(f"2P shift: {shift_p:.1f} MHz")
print(f"2S minus 2P: {shift_s-shift_p:.1f} MHz")
print(f"2S shift, K=mc^2/2: {prefactor*(log_bethe-np.log(2)):.1f} MHz")
print(f"2S shift, K=2mc^2: {prefactor*(log_bethe+np.log(2)):.1f} MHz")
print("PASS")
```

Output:

```
inverse fine-structure constant: 137.036
electron rest energy mc^2: 510.999 keV
Rydberg energy, fixed nucleus: 13.6057 eV
polarization-angle integral: 8.37758
field coefficient 2 alpha/(3 pi): 1.548546e-03
mass change delta m/m at K=mc^2: 0.00310
2S mean p^2: 0.25000 atomic units
2S density at nucleus: 0.039789 bohr^-3
2S sum rule, from density: 0.25000 atomic units
2S sum rule, from states: 0.25000 atomic units
2P sum rule, from states: 0.0000 atomic units
2S raw self-energy: -2546183.4 MHz
2S free-electron term: -2547236.3 MHz
2S difference, finite K kept: 1052.9 MHz
2S Bethe logarithm ln k0: 2.812
2S mean excitation energy: 16.64 Ry
2P Bethe logarithm ln k0: -0.0300
2P ln k0 from radial grid: -0.0300
ln(mc^2/Ry): 10.534
2S large-K logarithm: 7.722
2S finite-K logarithm, radial grid: 7.762
2S finite-K logarithm, state sum: 7.762
finite-K change of logarithm: 0.0402
leading estimate 4 sqrt(2) alpha: 0.0413
finite-K change of 2S shift: 5.5 MHz
prefactor for n=2: 135.64 MHz
2S shift, K=mc^2: 1047.4 MHz
2S shift, K=mc^2: 4.332 micro-eV
2P shift: 4.1 MHz
2S minus 2P: 1043.4 MHz
2S shift, K=mc^2/2: 953.4 MHz
2S shift, K=2mc^2: 1141.4 MHz
PASS
```
